# Thermionic current over a Schottky barrier and its temperature-squared prefactor: a program that tests the result

```python
# Result under test: thermionic current density over a Schottky barrier,
#   J = A* T^2 exp(-phi/kT) [exp(qV/kT) - 1],  A* = q m_t k^2 / (2 pi^2 hbar^3).
# phi: barrier summit above the metal Fermi level (eV); V: forward bias (V);
# m_t = sqrt(m_y m_z): transverse mass; x is normal to the contact.
# xi: bulk band edge minus bulk Fermi level (eV); kT is in eV unless noted.
# The flux is computed from its definition, a sum of velocity times occupation.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

q, k_B, hbar, m_e = const.e, const.k, const.hbar, const.m_e
nodes, weights = np.polynomial.legendre.leggauss(60)


def grid(low, high):
    return 0.5*(high - low)*nodes + 0.5*(high + low), 0.5*(high - low)*weights


def close(value, expected, tolerance):
    return abs(value - expected) <= tolerance*abs(expected)


def thermal(T):
    return k_B*T/q


def counted_flux(climb, xi, T, masses):
    """A/m^2 carried by Fermi-Dirac electrons with normal energy above climb (eV)."""
    mx, my, mz = [m*m_e for m in masses]
    window = 40*k_B*T
    kx, wx = grid(np.sqrt(2*mx*climb*q)/hbar,
                  np.sqrt(2*mx*(climb*q + window))/hbar)
    ky, wy = grid(0, np.sqrt(2*my*window)/hbar)
    kz, wz = grid(0, np.sqrt(2*mz*window)/hbar)
    energy = 0.5*hbar**2*(kx[:, None, None]**2/mx + ky[None, :, None]**2/my
                          + kz[None, None, :]**2/mz)
    occupation = expit(-(energy + xi*q)/(k_B*T))
    inner = (occupation @ wz) @ wy
    return 2*q/(2*np.pi)**3*4*np.sum(wx*hbar*kx/mx*inner)


def richardson_constant(mass):
    return q*mass*m_e*k_B**2/(2*np.pi**2*hbar**3)


def emission(phi, T, mass):
    return richardson_constant(mass)*T**2*np.exp(-phi/thermal(T))


# Example parameters (round values)
T, T_hot, V = 300.0, 358.0, 0.1
mass, eps_r, mobility = 0.3, 8.5, 200.0          # m_e, 1, cm^2/Vs
doping_cm3, area_um2, layer_nm = 1e17, 100.0, 500.0
barriers = {"low-resistance": 0.60, "high-resistance": 0.75}
kT = thermal(T)
N_c = 2*(mass*m_e*k_B*T/(2*np.pi*hbar**2))**1.5  # m^-3
xi = kT*np.log(N_c/(doping_cm3*1e6))
iso = (mass, mass, mass)

# Net current counted in the bulk, including bias
for phi in barriers.values():
    counted = (counted_flux(phi - xi - V, xi, T, iso)
               - counted_flux(phi - xi, xi, T, iso))
    assert close(counted, emission(phi, T, mass)*np.expm1(V/kT), 1e-6)
    assert close(counted_flux(0, phi, T, iso),
                 counted_flux(phi - xi, xi, T, iso), 1e-6)

# Normal mass drops out; transverse masses enter as a geometric mean
for mx in (0.2, 0.9):
    assert close(counted_flux(0.4, 0.2, T, (mx, 0.25, 0.5)),
                 emission(0.6, T, np.sqrt(0.25*0.5)), 1e-6)
anisotropy = counted_flux(0, 0.6, T, (mass, 1.1*mass, mass)) \
    / counted_flux(0, 0.6, T, iso)

# The two factors of T: transverse channels and normal crossing rate
box = 100e-9
k_box = 2*np.pi*np.arange(-60, 61)/box
one_axis = np.sum(np.exp(-(hbar*k_box)**2/(2*mass*m_e*k_B*T)))
channels = 2*one_axis**2/box**2                  # m^-2
assert close(channels, mass*m_e*k_B*T/(np.pi*hbar**2), 1e-9)
k_line, w_line = grid(0, np.sqrt(80*mass*m_e*k_B*T)/hbar)
crossing_rate = np.sum(w_line*hbar*k_line/(mass*m_e)*np.exp(
    -(hbar*k_line)**2/(2*mass*m_e*k_B*T)))/(2*np.pi)
assert close(crossing_rate, k_B*T/const.h, 1e-9)
A_counted = counted_flux(0, 0.6, T, iso)*np.exp(0.6/kT)/T**2
assert close(q*channels*crossing_rate, A_counted*T**2, 1e-6)
v_R = A_counted*T**2/(q*N_c)                     # m/s
assert close(v_R, np.sqrt(k_B*T/(2*np.pi*mass*m_e)), 1e-6)

# Other bands: the power of T follows the growth of the channel number
hb2m = hbar**2/(2*mass*m_e)/q*1e18               # eV nm^2
alpha = 0.15                                     # 1/eV, nonparabolicity


def parabola(*k):
    return hb2m*sum(c**2 for c in k)


def cone(*k):
    return 0.5*np.sqrt(sum(c**2 for c in k))


def bent_band(*k):
    return (np.sqrt(1 + 4*alpha*parabola(*k)) - 1)/(2*alpha)


def summit_sum(band, dimensions, temp, moment=0):
    """Sum of velocity*occupation*energy^moment at the summit, v_x > 0."""
    k, w = grid(0, 3.0)
    axes = list(np.meshgrid(*[k]*dimensions, indexing="ij"))
    weight = np.prod(np.array(np.meshgrid(*[w]*dimensions, indexing="ij")), axis=0)
    step = 1e-5
    velocity = (band(axes[0] + step, *axes[1:])
                - band(axes[0] - step, *axes[1:]))/(2*step)
    energy = band(*axes)
    return np.sum(weight*velocity*energy**moment*np.exp(-energy/thermal(temp)))


def temperature_power(band, dimensions):
    ratio = summit_sum(band, dimensions, T_hot)/summit_sum(band, dimensions, T)
    return np.log(ratio)/np.log(T_hot/T)


power_3d = temperature_power(parabola, 3)
power_2d = temperature_power(parabola, 2)
power_cone = temperature_power(cone, 3)
assert abs(power_3d - 2) < 1e-5 and abs(power_2d - 1.5) < 1e-5
assert abs(power_cone - 3) < 2e-3                # quadrature near the cone tip
nonparabolic = summit_sum(bent_band, 3, T)/summit_sum(parabola, 3, T)
assert close(nonparabolic, 1 + 2*alpha*kT, 1e-6)
mean_energy = summit_sum(parabola, 3, T, 1)/summit_sum(parabola, 3, T)
assert close(mean_energy, 2*kT, 1e-6)

# Fermi-Dirac correction, tested where it is visible
z = np.exp(-3.0)
fermi_ratio = counted_flux(0, 3*kT, T, iso)/emission(3*kT, T, mass)
assert close(fermi_ratio, float(-mp.polylog(2, -z).real)/z, 1e-6)
degeneracy = np.exp(-(barriers["low-resistance"] - V)/kT)/4

# Arrhenius slope, and Richardson plot with a barrier falling linearly with T
T_pair = np.array([T - 0.5, T + 0.5])
log_pair = np.log([counted_flux(0, 0.6, t, iso) for t in T_pair])
arrhenius = -(log_pair[1] - log_pair[0])/np.diff(1/thermal(T_pair))[0]
assert abs(arrhenius - (0.6 + 2*kT)) < 1e-5
drift = 2e-4                                     # eV/K
phi_zero = 0.6 + drift*T
T_plot = np.linspace(300, 400, 6)
J_plot = np.array([counted_flux(0, phi_zero - drift*t, t, iso) for t in T_plot])
line = np.polyfit(1/thermal(T_plot), np.log(J_plot/T_plot**2), 1)
apparent_ratio = np.exp(line[1])/richardson_constant(mass)
assert close(-line[0], phi_zero, 1e-5)
assert close(apparent_ratio, np.exp(drift*q/k_B), 1e-4)

# Lateral Gaussian spread of the barrier, regions conducting in parallel
spread = 0.03
s, ws = grid(-0.3, 0.3)
patchy = np.sum(ws*np.exp(-s**2/(2*spread**2) - s/kT))/(spread*np.sqrt(2*np.pi))
assert close(patchy, np.exp(spread**2/(2*kT**2)), 1e-6)

# Depletion barrier with image force; lengths in nm and energies in eV
eps = eps_r*const.epsilon_0
bend = q*doping_cm3*1e6/(2*eps)*1e-18            # eV/nm^2
image = q/(16*np.pi*eps)*1e9                     # eV nm


def barrier_profile(ideal, bias):
    field = np.sqrt(4*bend*(ideal - xi - bias))
    width = field/(2*bend)

    def potential(x):
        return ideal - field*x + bend*x**2 - image/x

    def slope(x):
        return -field + 2*bend*x + image/x**2

    return potential, slope, brentq(slope, 0.05, width/2), width, field


def summit_height(ideal, bias):
    potential, _, top, _, _ = barrier_profile(ideal, bias)
    return potential(top)


def tunnelling_gain(potential, slope, top, width):
    """Semiclassical transmission averaged over the arriving electrons."""
    height = potential(top)
    curvature = -(slope(top + 1e-4) - slope(top - 1e-4))/2e-4
    quantum = np.sqrt(2*hb2m*curvature)

    def action(depth):
        level = height - depth
        left = brentq(lambda x: potential(x) - level, 1e-3, top)
        right = brentq(lambda x: potential(x) - level, top, width)
        angle, w = grid(0, np.pi)
        half = 0.5*(right - left)
        x = 0.5*(right + left) - half*np.cos(angle)
        decay = np.sqrt(np.maximum(potential(x) - level, 0)/hb2m)
        return 2*np.sum(w*decay*half*np.sin(angle))

    assert close(action(1e-4), 2*np.pi*1e-4/quantum, 0.02)  # anharmonic summit
    depth, wd = grid(0, height - xi - V)
    actions = np.array([action(d) for d in depth])
    below = np.sum(wd*np.exp(depth/kT)*expit(-actions))/kT
    excess, we = grid(0, 40*kT)
    above = np.sum(we*np.exp(-excess/kT)*expit(2*np.pi*excess/quantum))/kT
    return below + above


diffusivity = mobility*1e14*kT                   # nm^2/s
v_R_nm = v_R*1e9
neglected = {}
for name, phi in barriers.items():
    ideal = brentq(lambda p: summit_height(p, 0) - phi, phi, phi + 0.2)
    zero_field = barrier_profile(ideal, 0)[4]
    potential, slope, top, width, field = barrier_profile(ideal, V)
    height = potential(top)
    gain = tunnelling_gain(potential, slope, top, width)
    resistance = 0.0
    edges = np.linspace(top, width, 9)
    for a, b in zip(edges[:-1], edges[1:]):
        x, w = grid(a, b)
        resistance += np.sum(w*np.exp((potential(x) - height)/kT))
    v_D = diffusivity/resistance
    supply = 1/(1 + v_R_nm/v_D)

    # Direct solution of drift-diffusion with an emitting boundary at the summit
    def density_at_bulk(flux):
        solution = solve_ivp(
            lambda x, y: flux*v_R_nm/diffusivity - y*slope(x)/kT,
            (top, width), [1 + flux], rtol=1e-9, atol=1e-10)
        assert solution.success
        return solution.y[0, -1]

    rest = density_at_bulk(0.0)
    target = np.exp((height - potential(width) + V)/kT)
    solved = (target - rest)/(density_at_bulk(1.0) - rest)
    assert close(solved, np.expm1(V/kT)*supply, 1e-4)
    image_factor = np.exp(-(height - phi)/kT)
    total = image_factor*gain/(1 + gain*v_R_nm/v_D)
    neglected[name] = dict(shift=height - phi, image=image_factor, gain=gain,
                           v_D=v_D*1e-7, supply=supply, total=total,
                           field=zero_field*10, width=width,
                           half_mobility=mobility*v_R_nm/v_D)


def read_density(phi, temp):
    return emission(phi, temp, mass)*np.expm1(V/thermal(temp))/1e4


J_read = {name: read_density(phi, T) for name, phi in barriers.items()}
J_hot = {name: read_density(phi, T_hot) for name, phi in barriers.items()}
low, high = "low-resistance", "high-resistance"
series_drop = J_read[low]*layer_nm*1e-7/(q*doping_cm3*mobility)

print(f"Temperature: {T:.0f} K; kT = {kT*1e3:.3f} meV; read bias {V:.2f} V")
print(f"Mass {mass:.2f} m_e; relative permittivity {eps_r:.1f}")
print(f"Doping {doping_cm3:.1e} cm^-3; mobility {mobility:.0f} cm2/Vs")
print(f"Cell area {area_um2:.0f} um2; layer thickness {layer_nm:.0f} nm")
print(f"N_c = {N_c/1e6:.3e} cm^-3; xi = {xi:.4f} eV")
print(f"Free-electron Richardson constant: {richardson_constant(1)/1e4:.2f} A/cm2K2")
print(f"A* counted from the distribution: {A_counted/1e4:.3f} A/cm2K2")
print(f"A* from the formula: {richardson_constant(mass)/1e4:.3f} A/cm2K2")
print(f"Open transverse channels n_t: {channels/1e4:.4e} cm^-2")
print(f"Normal crossing rate kT/h: {crossing_rate:.4e} s^-1")
print(f"Prefactor A*T^2: {A_counted*T**2/1e4:.4e} A/cm2")
print(f"Emission velocity v_R: {v_R*100:.3e} cm/s")
print(f"Power of T, 3D parabolic band: {power_3d:.4f}")
print(f"Power of T, 2D parabolic band: {power_2d:.4f}")
print(f"Power of T, 3D conical band: {power_cone:.3f}")
print(f"Mean energy above summit: {mean_energy*1e3:.2f} meV")
print(f"Arrhenius slope energy for 0.60 eV barrier: {arrhenius:.4f} eV")
print(f"Barrier drift a: {drift*1e3:.2f} meV/K; phi_0 = {phi_zero:.3f} eV")
print(f"Richardson-plot barrier: {-line[0]:.4f} eV")
print(f"Apparent A* / true A*: {apparent_ratio:.2f}")
print(f"Fermi/Boltzmann flux ratio at phi = 3kT: {fermi_ratio:.5f}")
for name, phi in barriers.items():
    n = neglected[name]
    print(f"[{name}] barrier {phi:.2f} eV")
    print(f"  saturation J: {emission(phi, T, mass)/1e4:.3e} A/cm2")
    print(f"  read J: {J_read[name]:.3e} A/cm2")
    print(f"  read current: {J_read[name]*area_um2*1e-8*1e9:.4g} nA")
    print(f"  summit rise with bias: {n['shift']*1e3:.2f} meV; factor {n['image']:.3f}")
    print(f"  tunnelling and reflection factor: {n['gain']:.3f}")
    print(f"  diffusion velocity: {n['v_D']:.3e} cm/s; factor {n['supply']:.3f}")
    print(f"  mobility for factor one half: {n['half_mobility']:.1f} cm2/Vs")
    print(f"  combined correction factor: {n['total']:.3f}")
    print(f"  peak field at zero bias: {n['field']:.3f} MV/cm")
    print(f"  depletion width at read: {n['width']:.1f} nm")
print(f"Read-current ratio at {T:.0f} K: {J_read[low]/J_read[high]:.1f}")
print(f"Read-current ratio at {T_hot:.0f} K: {J_hot[low]/J_hot[high]:.1f}")
corrected = J_read[low]*neglected[low]["total"]/(J_read[high]*neglected[high]["total"])
print(f"Ratio at {T:.0f} K with combined corrections: {corrected:.1f}")
print(f"Low-resistance read J at {T_hot:.0f} K: {J_hot[low]:.3e} A/cm2")
print(f"Barrier spread {spread*1e3:.0f} meV: current factor {patchy:.3f}")
print(f"Degeneracy error, low-resistance state: {degeneracy:.1e} (relative)")
print(f"Nonparabolicity {alpha:.2f} /eV: current factor {nonparabolic:.4f}")
print(f"One transverse mass 10% larger: current factor {anisotropy:.4f}")
print(f"Series voltage, low-resistance state: {series_drop:.1e} V")
print("every check passed")
```

It prints:

```
Temperature: 300 K; kT = 25.852 meV; read bias 0.10 V
Mass 0.30 m_e; relative permittivity 8.5
Doping 1.0e+17 cm^-3; mobility 200 cm2/Vs
Cell area 100 um2; layer thickness 500 nm
N_c = 4.123e+18 cm^-3; xi = 0.0962 eV
Free-electron Richardson constant: 120.17 A/cm2K2
A* counted from the distribution: 36.052 A/cm2K2
A* from the formula: 36.052 A/cm2K2
Open transverse channels n_t: 3.2398e+12 cm^-2
Normal crossing rate kT/h: 6.2510e+12 s^-1
Prefactor A*T^2: 3.2447e+06 A/cm2
Emission velocity v_R: 4.911e+06 cm/s
Power of T, 3D parabolic band: 2.0000
Power of T, 2D parabolic band: 1.5000
Power of T, 3D conical band: 3.000
Mean energy above summit: 51.70 meV
Arrhenius slope energy for 0.60 eV barrier: 0.6517 eV
Barrier drift a: 0.20 meV/K; phi_0 = 0.660 eV
Richardson-plot barrier: 0.6600 eV
Apparent A* / true A*: 10.18
Fermi/Boltzmann flux ratio at phi = 3kT: 0.98782
[low-resistance] barrier 0.60 eV
  saturation J: 2.702e-04 A/cm2
  read J: 1.266e-02 A/cm2
  read current: 12.66 nA
  summit rise with bias: 2.51 meV; factor 0.908
  tunnelling and reflection factor: 1.209
  diffusion velocity: 1.724e+07 cm/s; factor 0.778
  mobility for factor one half: 57.0 cm2/Vs
  combined correction factor: 0.816
  peak field at zero bias: 0.154 MV/cm
  depletion width at read: 65.4 nm
[high-resistance] barrier 0.75 eV
  saturation J: 8.161e-07 A/cm2
  read J: 3.824e-05 A/cm2
  read current: 0.03824 nA
  summit rise with bias: 2.05 meV; factor 0.924
  tunnelling and reflection factor: 1.272
  diffusion velocity: 1.990e+07 cm/s; factor 0.802
  mobility for factor one half: 49.4 cm2/Vs
  combined correction factor: 0.894
  peak field at zero bias: 0.174 MV/cm
  depletion width at read: 75.6 nm
Read-current ratio at 300 K: 331.0
Read-current ratio at 358 K: 129.3
Ratio at 300 K with combined corrections: 302.1
Low-resistance read J at 358 K: 4.060e-01 A/cm2
Barrier spread 30 meV: current factor 1.961
Degeneracy error, low-resistance state: 1.0e-09 (relative)
Nonparabolicity 0.15 /eV: current factor 1.0078
One transverse mass 10% larger: current factor 1.0488
Series voltage, low-resistance state: 2.0e-07 V
every check passed
```
